Polarization-limit mobility of argon ions and the effect of charge exchange

**Problem**

Singly charged argon ions drift through argon gas in a weak uniform field E. Their drift speed is v_d = K E, and the reduced mobility is K₀ = K N/N₀, where N is the gas density and N₀ = 2.687×10²⁵ m⁻³ is the density at 273.15 K and 1 atm.

(a) Calculate K₀ when the ion and atom interact only through the attraction between the charge and the dipole it induces.

(b) An electron can also hop from the atom to the ion without change of internal energy. Does this resonant charge exchange alter the mobility, and in which direction?

**A tempting solution to (b)**

Let g be the relative speed, b the impact parameter and χ the deflection angle in the centre-of-mass frame. The momentum-transfer cross section is

Q_m = 2π ∫₀^∞ (1 − cos χ) b db.

An electron is light, so its hop hardly disturbs the nuclei. They follow the same orbits whether it hops or not. The angle χ(b) is unchanged, hence Q_m is unchanged, and the mobility with exchange equals the polarization value.

**Where it fails**

The statement about the nuclei is a fair approximation for distant passages. In close ones the exchange coupling itself exerts a force on the nuclei, which is neglected here. The decisive error is to follow a nucleus when the field acts on the charge, and the mobility describes the motion of the charge.

Both particles have mass m, and the reduced mass is μ = m/2. The ion momentum is m times the centre-of-mass velocity, plus μ**g**, where **g** is the ion velocity minus the atom velocity. Without a hop, **g** turns by χ, and the ion loses momentum μg(1 − cos χ) along the original **g**. After a hop, the ion is the other nucleus, so the final relative velocity has the opposite sign. The loss becomes μg(1 + cos χ).

If the hop has probability P, the mean loss divided by μg is

(1 − P)(1 − cos χ) + P(1 + cos χ) = 1 − (1 − 2P) cos χ.

The correct cross section is therefore

Q_m = 2π ∫₀^∞ [1 − (1 − 2P) cos χ] b db.

A distant passage with χ ≈ 0 costs the ion almost nothing if P = 0, but costs μg on average if P = 1/2. For an atom at rest this is easy to picture: half the time the ion keeps its momentum mg, and half the time the new ion is left at rest. The mean loss is mg/2 = μg.

**Solution to (a): the orbits**

Let a be the polarizability volume of the atom. At distance r the ion's field is q/(4πε₀r²), and the induced-dipole energy is −½(4πε₀a) times the field squared:

V(r) = −C/r⁴,  C = a q²/(8πε₀).

The orbits are taken as classical. With collision energy ε = μg²/2, conservation of energy and angular momentum gives

(dr/dt)² = g² [1 − b²/r² + C/(εr⁴)],  dφ/dt = g b/r².

Define b_L² = 2√(C/ε), β = b/b_L and u = b_L/r. Then C/ε = b_L⁴/4, and the bracket becomes

D(u) = 1 − β²u² + u⁴/4.

Its zeros are u² = 2[β² ± √(β⁴ − 1)]. They are real for β ≥ 1, so an ion with β > 1 turns back. For β < 1 there is no turning point and the ion is captured: b_L is the capture radius.

Dividing dφ/dt by dr/dt and changing to u gives the angle swept on the way in. The way out is its mirror image, so

χ = π − 2Φ,  Φ = β ∫₀^{u_max} du/√D(u).

Define the complete elliptic integral

L(p) = ∫₀^{π/2} dθ/√(1 − p sin²θ).

For β > 1, u_max is the smaller root u₀, with u₀² = 2[β² − √(β⁴ − 1)]. The two values of u² have product 4 and sum 4β², so D = (1 − u²/u₀²)(1 − u₀²u²/4). Setting u = u₀ sin θ gives

Φ = β u₀ L(u₀⁴/4).

For β < 1, the polarization force alone would draw the ion to r = 0. A vanishingly small reflecting core is assumed, so u_max = ∞. Put u = √2 tan(θ/2), with θ running from 0 to π. Then

D = sec⁴(θ/2) [1 − ½(1 + β²) sin²θ],  du = (√2/2) sec²(θ/2) dθ.

The secants cancel, and the integral from 0 to π is twice that from 0 to π/2:

Φ = √2 β L((1 + β²)/2).

As a check, at β = 1.3 the formula gives χ = −0.25879 rad, and direct integration of Newton's equations gives the same value to these digits. The negative sign denotes attraction.

The cross section is now

Q_pol = A π b_L²,  A = ∫₀^∞ (1 − cos χ) 2β dβ.

Numerical integration gives 0.8979 from captured orbits and 0.2073 from the others, so A = 1.1052.

**Solution to (a): the mobility**

In a steady uniform swarm, the force on an ion balances its mean rate of momentum loss:

qE = μN ⟨g Q_m(g) g_z⟩,

where z is the field direction. Since C/ε = a q²/(4πε₀μg²),

g Q_pol = 2πA q √[a/(4πε₀μ)].

This does not depend on g and can be taken out of the average. The gas is at rest on average, so ⟨g_z⟩ = v_d. Thus

K_pol N = q/(μ g Q_pol) = (1/2πA) √[4πε₀/(aμ)].

The charge cancels because a doubled charge doubles both the driving force and the collision rate. Temperature cancels because the collision rate is independent of speed. No form of the ion velocity distribution was assumed.

The polarizability was computed for a free argon atom at the frozen-core CCSD level in the aug-cc-pVQZ basis. From the energy change in a field of 0.005 atomic units it is 10.986 a₀³, where a₀ is the Bohr radius, or a = 1.628 Å³. A field of 0.010 gives 10.991 a₀³, so the finite field raises the first figure by about 0.002 a₀³, which is too little to matter here. With μ = 3.3168×10⁻²⁶ kg and 4πε₀ = 1.1127×10⁻¹⁰ F/m,

4πε₀/(aμ) = 1.1127×10⁻¹⁰/(1.628×10⁻³⁰ × 3.3168×10⁻²⁶) = 2.061×10⁴⁵ in SI units.

The square root is 4.539×10²². Division by 2πA = 6.944 gives K_pol N = 6.537×10²¹ m⁻¹ V⁻¹ s⁻¹, and division by N₀ gives

**K₀,pol = 2.43 cm²/(V s) = 2.43×10⁻⁴ m²/(V s).**

The calculation of a omits triple excitations, core correlation, relativity and the remaining basis error. Because K_pol varies as a^(−1/2), a small relative error in a is halved in the mobility. For scale, the Hartree–Fock value in the same field, 10.706 a₀³, is 2.5% lower and would raise the mobility by about 1.3%.

**Solution to (b): exchange raises the cross section**

Suppose that P averages to 1/2 when the closest approach is below R_x, and is zero otherwise. Suppose also that every captured pair has P = 1/2. At the closest approach the radial bracket vanishes, so the impact parameter that just reaches R_x obeys

b_x² = R_x² + C/(εR_x²).

As a function of R_x², the right side has its minimum at R_x² = √(C/ε) = b_L²/2, where b_x² = b_L². The formula therefore applies for R_x > b_L/√2. For smaller R_x, only captured orbits come that close, and b_x = b_L.

Inside b_x the bracket in the corrected Q_m is 1. With β_x = b_x/b_L,

Q_m = πb_L² F(β_x),  F(β_x) = β_x² + ∫_{β_x}^∞ (1 − cos χ) 2β dβ.

The question is whether F exceeds A. At β_x = 1, F = 1 + 0.2073 = 1.2073, which is larger than 1.1052. The reason is that captured orbits without exchange contribute 0.8979 rather than 1.

For larger β_x, differentiation gives dF/dβ_x = 2β_x cos χ(β_x). Just outside capture the ion is turned through a large angle and the cosine can be negative, so F can dip. Its computed minimum over β_x ≥ 1 is 1.1864, at β_x = 1.023. Even there F/A = 1.073. Within this model, exchange therefore raises Q_m at every energy, whatever the value of R_x. Near capture the margin rests on the reflecting core. If captured orbits without exchange scattered isotropically, they would contribute 1 instead of 0.8979, and A would be 1.2073. That equals F(1) and lies above the minimum of F.

**From cross section to mobility**

With exchange, gQ_m is no longer constant in general. In the first approximation at low field, the ions have a Maxwell distribution at the gas temperature T, displaced by v_d. The relative velocity then has a Maxwell distribution for mass μ, also displaced by v_d. To first order in v_d, this is the undisplaced distribution multiplied by 1 + μg_z v_d/kT. The momentum balance becomes

qE = (μ²N v_d/kT) ⟨g Q_m g_z²⟩₀ = (μ²N v_d/3kT) ⟨g³Q_m⟩₀,

where the subscript 0 denotes the undisplaced average. Let x = μg²/2kT. Its distribution is (2/√π)√x e^(−x) dx, so

⟨g³Q_m⟩₀ = (2kT/μ)^(3/2) (4/√π) Ω,  Ω = ½ ∫₀^∞ x² e^(−x) Q_m dx.

Solving for v_d/E gives

K = 3q√(2π) / [16 N Ω √(μkT)].

A larger Q_m at every energy makes Ω larger and K smaller. For Q_m ∝ 1/g the formula returns the result of part (a), as numerical quadrature confirms at three temperatures.

The approximation has an error when gQ_m varies. For exchange with a constant cross section and no deflection, solving the linear Boltzmann equation gives a mobility 2.7% above the first approximation. This indicates the size of the error here, but does not bound it for the energy-dependent Q_m.

**An estimate of the exchange range**

The ordering is settled in this approximation, but its size depends on R_x. Let the states with the charge shared symmetrically and antisymmetrically differ in energy by E₀ e^(−κR) at separation R. A charge that starts on one nucleus is an equal superposition of the two. Their relative phase grows during the passage, and the charge ends on the other nucleus with probability

P = sin² η,  η = (1/2ħ) ∫ E₀ e^(−κR) dt.

On a straight path, R² = b² + z² and dz = g dt. Using the symmetry about z = 0,

η = (E₀/ħg) ∫₀^∞ e^(−κ√(b²+z²)) dz = E₀ b K₁(κb)/(ħg).

The last step uses z = b sinh s, which produces the standard integral for the modified Bessel function K₁.

At small b, η is large and sin² η oscillates about 1/2. At large b it vanishes. To replace this by a sharp edge of equal area, note that near the edge η falls roughly as e^(−κb), so db is proportional to dη/η. With Y twice the phase at the edge, equal areas require

∫₀^Y (1 − cos y) dy/y − ∫_Y^∞ cos y dy/y = 0.

By the standard cosine-integral identity the left side is γ + ln Y, where γ is Euler's constant. Hence the edge lies at η = e^(−γ)/2 = 0.281.

The coupling is assumed to be proportional to the electron density midway between the nuclei. If the orbital decays as e^(−κr), that density varies as e^(−κR). The Hartree–Fock highest occupied orbital energy, −16.08 eV, gives κ = 2.055 Å⁻¹. The prefactor E₀ = 100 eV is a round model choice.

At 300 K the mean relative speed is 563.9 m/s, so E₀/ħg = 2.69×10⁴ Å⁻¹. The edge condition is then b K₁(κb) = 0.281/(2.69×10⁴ Å⁻¹) = 1.04×10⁻⁵ Å, whose solution is R_x = 5.97 Å. The exchange cross section πR_x²/2 is 55.9 Å², while direct integration of sin² η gives 55.6 Å².

**Numbers at 300 K**

Take ε = 2kT = 0.0517 eV. With C = 11.72 eV Å⁴, C/ε = 226.7 Å⁴. Then

b_L² = 2√226.7 = 30.1 Å²,  b_L = 5.49 Å,

b_x² = 35.6 + 226.7/35.6 = 42.0 Å²,  b_x = 6.48 Å.

In the ring between these radii, the polarization force alone gives a mean 1 − cos χ of 0.444, and exchange raises it to 1. At this energy Q_m grows from 104.6 to 134.9 Å². The ring supplies π(42.0 − 30.1)(1 − 0.444) ≈ 21 Å² of the increase. The captured orbits supply π × 30.1 × (1 − 0.898) ≈ 10 Å².

After thermal averaging, Ω rises from 98.3 to 135.9 Å². The mobility falls by the same ratio:

**K₀,ex = 2.43 × 98.3/135.9 = 1.76 cm²/(V s) = 1.76×10⁻⁴ m²/(V s).**

The polarization value is larger by a factor of about 1.38. This gap is much larger than the 2.7% found above for the first approximation.

The value 1.76 belongs to the chosen E₀ and is not a prediction for argon. With E₀ = 10 eV, R_x is 4.80 Å and K₀ is 2.13 cm²/(V s). With E₀ = 1000 eV, they are 7.13 Å and 1.36 cm²/(V s). Changing the prefactor a hundredfold shifts the range by only 2.3 Å, because the coupling is exponential. The mobility still changes appreciably, but stays below 2.43 cm²/(V s). The numerical output lists these cases.

**Cold and hot limits**

As T → 0 in this classical model, b_L grows beyond any fixed R_x√2, and exchange acts only in captures. Then β_x = 1 and Q_m is again proportional to 1/g, so the argument of part (a) applies without the first approximation:

K₀(T → 0) = K₀,pol A/F(1) = 2.433 × 1.1052/1.2073 = 2.23 cm²/(V s).

Thus, with exchange in every capture and the reflecting core of part (a) as the reference, cooling does not restore the polarization value.

At high temperature and fixed R_x, orbit bending becomes unimportant, b_x → R_x, and Q_m → πR_x², twice the exchange cross section. The mobility then falls as T^(−1/2). With R_x held at 5.97 Å, K₀ is 2.18 cm²/(V s) at 100 K and 1.11 cm²/(V s) at 1000 K. From 300 to 1000 K it falls by a factor of 1.59, less than the √(1000/300) = 1.83 of the hot limit, because orbit bending still matters at 300 K and declines on heating.

The results with exchange require a field weak enough to leave the ions near the gas temperature. They omit short-range forces (among them that of the exchange coupling), the orientation and fine structure of the ion's open shell, quantum scattering, and the dependence of R_x on speed and on the bending of the path. Two of these can be sized. Since η ∝ e^(−κb)/g near the edge, doubling the speed shortens R_x by about (ln 2)/κ ≈ 0.3 Å, or roughly 11% in πR_x². The average Ω weights speeds above the 300 K mean used to fix R_x, so the fixed range understates K₀ at 300 K, and more so at 1000 K. The exchange coupling is also not small at the capture barrier: at r = b_L/√2 = 3.88 Å, for ε = 0.0517 eV and E₀ = 100 eV, half the splitting is a third of |V|. This does limited harm, because inside b_x the bracket in Q_m is 1 whatever the deflection, and at R_x the same ratio is below 3%. The figure of 2.43 cm²/(V s) is the mobility of a hypothetical ion with the mass of argon that feels only the polarization force and cannot exchange its charge. Ar⁺ in argon can, and in this model it drifts more slowly.

Table of computed values

```
HF polarizability: 10.706 a0^3
CCSD polarizability, field 0.005 au: 10.986 a0^3
CCSD polarizability, field 0.010 au: 10.991 a0^3
polarizability volume: 1.6280 angstrom^3
argon mass: 39.948 u
reduced mass: 3.3168e-26 kg
standard density N0: 2.68678e+25 m^-3
C of V=-C/r^4: 11.721 eV angstrom^4
deflection at beta=1.3, formula: -0.25879 rad
deflection at beta=1.3, trajectory: -0.25879 rad
A, part from beta<1: 0.8979
A, part from beta>1: 0.2073
A, total: 1.1052
minimum of F over beta_x>=1: 1.1864
beta_x at that minimum: 1.0228
minimum of F divided by A: 1.0734
polarization-limit K0: 2.433 cm^2/(V s)
polarization-limit K0: 2.433e-04 m^2/(V s)
temperature: 300 K
thermal energy kT: 0.02585 eV
mean relative speed: 563.9 m/s
HF highest occupied orbital energy: -16.084 eV
tail constant kappa: 2.055 angstrom^-1
edge phase exp(-gamma)/2: 0.2807 rad
exchange prefactor E0: 100 eV
exchange range R_x: 5.967 angstrom
Q_ex by integrating sin^2: 55.61 angstrom^2
Q_ex by edge rule: 55.93 angstrom^2
capture radius at energy 2kT: 5.488 angstrom
exchange impact radius at 2kT: 6.479 angstrom
mean 1-cos(chi) in ring between them, no exchange: 0.444
Q_m at 2kT, polarization only: 104.6 angstrom^2
Q_m at 2kT, with exchange: 134.9 angstrom^2
Omega at 300 K, polarization only: 98.3 angstrom^2
Omega at 300 K, with exchange: 135.9 angstrom^2
exchange-limited K0 at 300 K: 1.760 cm^2/(V s)
exchange-limited K0 at 300 K: 1.760e-04 m^2/(V s)
ratio K_pol/K_ex at 300 K: 1.383
Boltzmann/first approximation, constant Q_ex: 1.0268
E0=10 eV: R_x = 4.797 angstrom
E0=10 eV: K0 at 300 K = 2.129 cm^2/(V s)
E0=1000 eV: R_x = 7.129 angstrom
E0=1000 eV: K0 at 300 K = 1.363 cm^2/(V s)
E0=100 eV, T=100 K: K0 = 2.179 cm^2/(V s)
E0=100 eV, T=1000 K: K0 = 1.107 cm^2/(V s)
K0 for T->0, exchange in every capture: 2.227 cm^2/(V s)
```
